# Parry's Ewald sum for slabs and the triangular Wigner lattice energy, part 2

The problem is the Coulomb energy per cell of point charges repeated in a plane, in vacuum. Hartree atomic units are used: charges in $e$, lengths in bohr, energies in Ha. Charge $q_i$ sits at $\mathbf r_i=(\boldsymbol\rho_i,z_i)$, and $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$. The plane lattice vectors are $\mathbf L=n_1\mathbf a_1+n_2\mathbf a_2$, with cell area $A$ and reciprocal vectors $\mathbf G$. For a neutral cell,

$$E=\frac12\sum_{\mathbf L}f(\mathbf L),\qquad f(\mathbf L)={\sum_{ij}}'\frac{q_iq_j}{|\mathbf r_{ij}+\mathbf L|},\tag{1}$$

where the prime removes $i=j$ at $\mathbf L=0$. Neutrality also gives

$$\sum_{ij}q_iq_j\,(r_{ia}-r_{ja})(r_{ib}-r_{jb})=-2\mu_a\mu_b,\qquad\boldsymbol\mu=\sum_iq_i\mathbf r_i .\tag{2}$$

$$f(\mathbf L)=\frac{\mu^2-3(\boldsymbol\mu\cdot\hat{\mathbf L})^2}{L^3}+O(L^{-5}).\tag{3}$$

Part I split the interaction, for $0<\epsilon<\alpha$ and then $\epsilon\to0$,

$$\frac1r=\frac{\operatorname{erfc}(\alpha r)}r+\frac2{\sqrt\pi}\int_\epsilon^\alpha e^{-t^2r^2}dt+\frac{\operatorname{erf}(\epsilon r)}r .\tag{4}$$

and used Poisson summation,

$$\sum_{\mathbf L}e^{-t^2|\boldsymbol\rho+\mathbf L|^2}=\frac\pi{At^2}\sum_{\mathbf G}e^{i\mathbf G\cdot\boldsymbol\rho}e^{-G^2/4t^2}.\tag{5}$$

A divergent constant $2\sqrt\pi/(A\epsilon)$, the same for every pair, cancels by neutrality. With $x_\pm=\frac G{2\alpha}\pm\alpha z$ and $K^2=G^2+k^2$,

$$h(G,z)=e^{Gz}\operatorname{erfc}(x_+)+e^{-Gz}\operatorname{erfc}(x_-).\tag{7}$$

$$\int\frac{dk}{2\pi}\,e^{ikz}\,\frac{4\pi e^{-K^2/4\alpha^2}}{K^2}=2\sqrt\pi\int_0^\alpha\frac{dt}{t^2}e^{-G^2/4t^2-t^2z^2}=\frac\pi Gh(G,z).\tag{10}$$

$$\phi_0(z)=-\frac{2\pi}A\Big[z\operatorname{erf}(\alpha z)+\frac{e^{-\alpha^2z^2}}{\alpha\sqrt\pi}\Big].\tag{11}$$

At $z=0$, $h=2\operatorname{erfc}(G/2\alpha)$; as $\alpha\to\infty$, $h\to2e^{-G|z|}$ and $\phi_0\to-2\pi|z|/A$. The lattice potential is

$$\phi(\mathbf r)={\sum_{\mathbf L}}'\frac{\operatorname{erfc}(\alpha|\mathbf r+\mathbf L|)}{|\mathbf r+\mathbf L|}+\frac\pi A\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)\frac{h(G,z)}G+\phi_0(z),\tag{12}$$

where the prime drops any term of zero distance. The Parry sum is

$$E=\frac12\sum_{ij}q_iq_j\,\phi(\mathbf r_{ij})-\frac\alpha{\sqrt\pi}\sum_iq_i^2 .\tag{13}$$

Its four terms are called real, reciprocal, zero and self. Off the lattice sites $\phi$ is independent of $\alpha$, because by (5) the $\alpha$-derivatives of its three terms add to zero. For $z\ne0$, $\alpha\to\infty$ gives the plane-wave form

$$\phi=-\frac{2\pi|z|}A+\frac{2\pi}A\sum_{\mathbf G\ne0}\cos(\mathbf G\cdot\boldsymbol\rho)\frac{e^{-G|z|}}G .\tag{14}$$

These results are now applied to dipolar slabs, uniform backgrounds and the Wigner lattice.

### Potential step and vacuum supercell

The potential of the slab is $V(\mathbf r)=\sum_jq_j\phi(\mathbf r-\mathbf r_j)$. Far above and below, (14) leaves the first term up to corrections $e^{-G|z-z_j|}$. Above, $|z-z_j|=z-z_j$ and neutrality gives $V=+2\pi\mu_z/A$; below, $|z-z_j|=z_j-z$ gives $V=-2\pi\mu_z/A$. The step across the slab is $4\pi\mu_z/A$.

Now repeat the slab along $z$ with period $c$ larger than its thickness $D=\max|z_{ij}|$, so that $\Omega=Ac$ and $\mathbf K=(\mathbf G,k)$ with $k=2\pi m/c$. The three-dimensional Ewald energy $E_{3D}$ has the form (13) with $\phi$ replaced by $\phi_3$, whose real-space sum runs over $\mathbf L+nc\hat{\mathbf z}$ and whose reciprocal part is $\frac1\Omega\sum_{\mathbf K\ne0}4\pi K^{-2}e^{-K^2/4\alpha^2}e^{i\mathbf K\cdot\mathbf r}$. The three-dimensional version of (5) shows, by the argument used for $\phi$, that $\partial_\alpha(\phi_3-\phi)$ equals minus the absent $\mathbf K=0$ term, $-2\pi/(\Omega\alpha^3)$. This is a constant, which neutrality removes, so $E_{3D}-E$ may be evaluated at $\alpha\to\infty$.

In the real-space sums the layer $n=0$ cancels against $\phi$, and the layers $n\ne0$ vanish as $\alpha\to\infty$ because their distances exceed $c-D>0$. For $\mathbf G\ne0$, Poisson summation along $z$ with (10) turns $\frac1c\sum_k$ into $\sum_n\frac\pi Gh(G,z+nc)$. The term $n=0$ cancels, and for $|z|<c$ the others tend to two geometric series, $\frac{2\pi}G(e^{-Gz}+e^{Gz})\sum_{n\ge1}e^{-nGc}$. For $\mathbf G=0$ the limit is $\frac{4\pi}\Omega p(z)$ with $p=\sum_{k\ne0}e^{ikz}/k^2$. This function has zero mean over a period, and $p''=-\sum_{k\neq0}e^{ikz}=1-c\sum_n\delta(z-nc)$. The function $\frac{c^2}{12}-\frac{c|z|}2+\frac{z^2}2$ on $|z|\le c$ has the same second derivative, takes equal values at $z$ and $z-c$, and has mean $\frac{c^2}{12}-\frac{c^2}4+\frac{c^2}6=0$, so it equals $p$. Its middle term gives $-2\pi|z|/A$ and cancels $\phi_0$. Up to a constant,

$$\phi_3-\phi=\frac{2\pi z^2}\Omega+\frac{4\pi}A\sum_{\mathbf G\ne0}\frac{\cos(\mathbf G\cdot\boldsymbol\rho)\cosh(Gz)}{G\,(e^{Gc}-1)} .$$

The first term contributes $\frac12\cdot\frac{2\pi}\Omega\cdot(-2\mu_z^2)$ to $E_{3D}-E$, so

$$E=E_{3D}+\frac{2\pi\mu_z^2}\Omega+O\big(e^{-G_{\min}(c-D)}\big).\tag{18}$$

Without the dipole term the supercell energy is too low by an amount that falls as $1/c$. The remainder is small when $G_{\min}(c-D)\gg1$, so the vacuum must be scaled with the lateral size of the cell.

### Example: a dipolar cell

Take model parameters $\mathbf a_1=(4,0)$, $\mathbf a_2=(1,3.5)$ bohr, $A=14$ bohr$^2$, with charges $+1$ at $(0,0,0)$, $-2$ at $(1.5,1,1)$, $+1.5$ at $(3,2,-0.5)$ and $-0.5$ at $(0.5,2.5,2)$. Then $\mu_z=-2-0.75-1=-3.75$, the full dipole is $(1.25,-0.25,-3.75)$ $e$ bohr, and $\sum q^2=1+4+2.25+0.25=7.5$. The terms of (13), in Ha, are:

| term | $\alpha=0.4$ | $\alpha=0.8$ |
|---|---|---|
| real | $-0.272525$ | $-0.014171$ |
| reciprocal | $0.009783$ | $0.622774$ |
| zero | $1.298811$ | $2.120035$ |
| self | $-1.692569$ | $-3.385138$ |
| total | $-0.656499$ | $-0.656499$ |

The self term at $\alpha=0.4$ bohr$^{-1}$ is $-0.4\times7.5/\sqrt\pi=-1.692569$ Ha. The zero term is larger in magnitude than the total at both values of $\alpha$.

The bare sum (1) over $|n_1|,|n_2|\le N=100$ gives $-0.663739$ Ha, below the limit by $0.007240$ Ha, or 1.1% of its magnitude. The sign follows from (3): $\mu^2=15.6875$, while $3(\boldsymbol\mu\cdot\hat{\mathbf L})^2\le3(1.25^2+0.25^2)=4.875$, so the leading omitted terms are positive in every direction. The bare sums can be extrapolated. The omitted cells tile the outside of a parallelogram of half-width $M=N+\frac12$. Taylor expansion about each cell centre replaces the sum by integrals of $f$ and of its even derivatives over that region; the terms of their large-$L$ expansions are homogeneous of degree $-3,-5,\dots$, and the integrals of these terms scale as $M^{-1},M^{-3},\dots$. Eliminating the odd powers gives $-0.65649926$ Ha, equal to the Parry total in all eight printed decimals.

The potential difference between $z=+16$ and $z=-16$ bohr, evaluated from (12), is $-3.365992$ Ha/$e$, and $4\pi(-3.75)/14=-3.365992$. At $c=20$ bohr, $E_{3D}=-0.972061$ Ha and the dipole term is $2\pi\times14.0625/280=0.315562$ Ha; at $c=30$ bohr the values are $-0.866874$ and $0.210375$ Ha. The corrected energy is $-0.656499$ Ha in both cases, whereas the uncorrected energy at $c=30$ bohr is in error by 32% of the slab energy.

### A uniform neutralising background

The classical Wigner lattice consists of static point electrons, one per cell at $z=0$, and a uniform positive sheet of charge density $1/A$ at height $d$. The cell containing both is neutral, so (13) applies with the sums over background charges read as integrals. The background has no self term, because $\sum q^2$ over $n^2$ elements of charge $1/n^2$ tends to zero, and the $1/r$ singularity of $\phi$ is integrable in a plane. Every background integral reduces to the cell average $\bar\phi(z)=\frac1A\int_{\rm cell}\phi\,d^2\rho$. For $z\ne0$ the cosines of (14) average to zero and $\bar\phi=-2\pi|z|/A$. At $z=0$ use (12): the cosines again drop, the real-space sum unfolds into an integral over the plane, and

$$\bar\phi(0)=\frac{2\pi}A\int_0^\infty\operatorname{erfc}(\alpha r)\,dr-\frac{2\sqrt\pi}{A\alpha}=\frac{2\pi}A\frac1{\alpha\sqrt\pi}-\frac{2\sqrt\pi}{A\alpha}=0,$$

where integration by parts gave $\int_0^\infty\operatorname{erfc}(y)dy=\frac2{\sqrt\pi}\int_0^\infty ye^{-y^2}dy=\frac1{\sqrt\pi}$. The background–background energy is $\frac12\bar\phi(0)=0$. The electron–background energy appears twice in the double sum and equals $(-1)(+1)\bar\phi(d)=2\pi|d|/A$, the energy of a capacitor with charge density $1/A$. What remains is the electron term, and the energy per electron is $E_W+2\pi|d|/A$ with

$$E_W=\frac12\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(\alpha L)}L+\frac\pi A\sum_{\mathbf G\ne0}\frac{\operatorname{erfc}(G/2\alpha)}G-\frac{\sqrt\pi}{A\alpha}-\frac\alpha{\sqrt\pi}.\tag{19}$$

A coplanar background cancels the divergent constant of Part I and adds nothing finite. For charges at several heights with net charge $Q$, the same algebra adds $+\frac{2\pi Q}A\sum_iq_i|z_i-d|$ to (13), so the energy is undefined until $d$ is chosen.

Two bare-Coulomb evaluations test (19) without any Ewald split. In the first, $E_W=\frac12[\phi(0)-2\alpha/\sqrt\pi-\bar\phi(0)]$ is read as half the potential energy of one electron in the field of the other electrons and of the background. It is computed as $\frac12\sum_{\mathbf L\neq0}1/L-\frac1{2A}\int d^2\rho/\rho$, both over the same parallelogram. Each centred cell contributes $O(L^{-3})$, so the odd-power extrapolation applies.

In the second, the background is replaced by an $n\times n$ grid of charges $1/n^2$ offset by $\boldsymbol\rho_0/n$, with $\boldsymbol\rho_0=(\mathbf a_1+\mathbf a_2)/3$. Summing (12) over the $n^2$ grid shifts gives the potential of the lattice with vectors $\mathbf L/n$: the real-space sums merge, the phase sum selects the vectors $n\mathbf G$ with weight $n^2$, and $n^2/A$ is the inverse fine area. Scaling all lengths by $1/n$ multiplies a potential by $n$. The electron–grid energy is then $-\frac1{n^2}\,n\,\phi(\boldsymbol\rho_0)$, using that $\phi$ is even, and the grid's own energy is $n^2\cdot n^{-4}\cdot nE_W$. Hence

$$E(n)=E_W+\frac{E_W-\phi(\boldsymbol\rho_0)}n,\tag{20}$$

and $3E(3)-2E(2)=E_W$. If the grid is lifted to height $d$, the cross term becomes $2\pi d/A$ up to terms of order $e^{-nG_{\min}d}$, and $E=(1+\frac1n)E_W+2\pi d/A$.

### Self-duality

Let $J(x,y)=(y,-x)$ be the rotation by a right angle. The vectors $\mathbf b_1=\frac{2\pi}AJ\mathbf a_2$ and $\mathbf b_2=-\frac{2\pi}AJ\mathbf a_1$ satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, because $\mathbf a\cdot J\mathbf a=0$ and $\mathbf a_1\cdot J\mathbf a_2=a_{1x}a_{2y}-a_{1y}a_{2x}=A$. The reciprocal lattice of any plane lattice is thus the direct lattice rotated and scaled, with lengths paired as $G=2\pi L/A$. Substituting, $\frac\pi{AG}=\frac1{2L}$ and $\frac G{2\alpha}=\alpha'L$ with $\alpha'=\pi/(A\alpha)$, while $\frac{\sqrt\pi}{A\alpha}=\frac{\alpha'}{\sqrt\pi}$. Then

$$E_W=\frac12\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(\alpha L)+\operatorname{erfc}(\alpha'L)}L-\frac{\alpha+\alpha'}{\sqrt\pi}.$$

The exchange $\alpha\leftrightarrow\alpha'$ swaps real with reciprocal and zero with self. Define $r_s$ by $A=\pi r_s^2$, so that $\alpha\alpha'=1/r_s^2$. At the fixed point $\alpha=1/r_s$, with $x=L/r_s$,

$$E_W\,r_s=-\frac2{\sqrt\pi}+\sum_{\mathbf L\ne0}\frac{\operatorname{erfc}(x)}x .\tag{21}$$

The right side depends on the shape of the lattice and not on its density. The terms of the sum are positive, so $-2/\sqrt\pi=-1.128379$ is a lower bound on $E_Wr_s$ for every lattice with one electron per cell, and partial sums approach the result from below.

### The triangular lattice

With $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(\frac12,\frac{\sqrt3}2)$ the area is $\frac{\sqrt3}2a^2=\pi r_s^2$, so $a=r_s\sqrt{2\pi/\sqrt3}=1.904626\,r_s$. The squared lengths are $L^2=a^2(m^2+mk+k^2)$ for integers $m,k$, and the smallest nonzero values of the form are 1, 3 and 4, with six sites each. At $r_s=1$ bohr the shortest reciprocal vector is $2\pi a/A=2a=3.809251$ bohr$^{-1}$. The shells of (21) are:

| $L^2/a^2$ | $x$ | $\operatorname{erfc}(x)$ | running $E_W$ (Ha) |
|---|---|---|---|
| 1 | 1.904626 | $7.06961\times10^{-3}$ | $-1.10610830$ |
| 3 | 3.298908 | $3.08076\times10^{-6}$ | $-1.10610270$ |
| 4 | 3.809251 | $7.16057\times10^{-8}$ | $-1.10610259$ |

The first shell adds $6\times7.06961\times10^{-3}/1.904626=0.0222709$ to $-1.1283792$ and gives $-1.1061083$, which lies $5.7\times10^{-6}$ Ha below the converged value. The second and third add $5.60323\times10^{-6}$ and $1.12787\times10^{-7}$ Ha. The result is

$$E_W=-\frac{1.106103\ \text{Ha bohr}}{r_s}=-\frac{2.212205\ \text{Ry bohr}}{r_s}.\tag{22}$$

At $\alpha=0.5$ bohr$^{-1}$ the real, reciprocal, zero and self terms of (19) are $0.30437126$, $0.00000011$, $-1.12837917$ and $-0.28209479$ Ha. At $\alpha=2$ the same four numbers appear exchanged in pairs, as the duality requires, and at $\alpha=1$ they are $0.01113829$ twice and $-0.56418958$ twice. The total is $-1.10610259$ Ha in each case.

The bare sum minus the background integral extrapolates to $-1.10610259$ Ha. The grid backgrounds give $E(1)=-1.40248188$, $E(2)=-1.25429223$ and $E(3)=-1.20489569$ Ha. Their distances below $E_W$ are $0.296379$, $0.148190$ and $0.098793$ Ha, in the ratio $1:\frac12:\frac13$ of (20), and the intercept $3E(3)-2E(2)$ formed from the unrounded values is $-1.10610259$ Ha. The $3\times3$ grid at $d=2$ bohr gives $2.52519655$ Ha; subtracting $\frac43E_W=-1.47480345$ Ha leaves $4.00000000$ Ha, equal to $2\pi d/A=2\pi\cdot2/\pi$.

### Closed form

Let $Z(s)=\sum_{\mathbf L\ne0}L^{-s}$, convergent for $s>2$. The substitution $y=t^2L^2$ in the gamma integral gives $L^{-s}=\frac2{\Gamma(s/2)}\int_0^\infty t^{s-1}e^{-t^2L^2}dt$. Split the integral at $\alpha$. Below $\alpha$, (5) gives $\sum_{\mathbf L\neq0}e^{-t^2L^2}=\frac\pi{At^2}(1+\sum_{\mathbf G\neq0}e^{-G^2/4t^2})-1$. The two terms without a lattice sum integrate to $\frac{\pi\alpha^{s-2}}{A(s-2)}-\frac{\alpha^s}s$, and the two remaining sums converge for every $s$, which defines the analytic continuation. At $s=1$, $\Gamma(\frac12)=\sqrt\pi$, the explicit terms give $-\frac{2\sqrt\pi}{A\alpha}-\frac{2\alpha}{\sqrt\pi}$, and the sums are those of Part I at $z=0$. Comparison with (19) gives $E_W=\frac12Z(1)$.

For the triangular lattice, $L/a$ is the modulus of a number in the ring generated by 1 and $\omega=e^{2\pi i/3}$, and $\mathcal N=L^2/a^2$ is a multiplicative integer norm. Every complex number lies within $1/\sqrt3<1$ of a ring element, so division with remainder exists and factorisation is unique up to the six units. Then $\sum\mathcal N^{-\sigma}=6\prod_\pi(1-\mathcal N(\pi)^{-\sigma})^{-1}$ over the primes $\pi$ of the ring, each of which divides one ordinary prime $p$. For $p=3$, $3=-(\omega-\bar\omega)^2$ gives one prime of norm 3. For $p\equiv2\pmod3$, the norm $m^2+mk+k^2\equiv(m-k)^2$ is 0 or 1 modulo 3, so $p$ is not a norm and stays prime, with norm $p^2$. For $p\equiv1$, the cyclic group of residues has an element $y$ of order 3, so $p$ divides $y^2+y+1=(y-\omega)(y-\bar\omega)$ while dividing neither factor; hence $p=\pi\bar\pi$. The two primes are distinct, since otherwise $\pi$ would divide both factors and their difference, of norm 3. The local factors are $(1-p^{-\sigma})^{-1}(1-\chi(p)p^{-\sigma})^{-1}$ with $\chi(p)=0,-1,+1$ in the three cases. The product is $6\zeta(\sigma)L_{-3}(\sigma)$ with $L_{-3}(\sigma)=\sum_n\chi(n)n^{-\sigma}$ and $\chi=0,1,-1$ for $n\equiv0,1,2$; equivalently, norm $n$ occurs $6\sum_{d|n}\chi(d)$ times. Continuing to $\sigma=s/2=\frac12$,

$$E_W=\frac{3\,\zeta(\frac12)L_{-3}(\frac12)}a=\frac{3(-1.46035451)(0.48086756)}{1.904626\,r_s}=-\frac{1.106103}{r_s}.$$

For the square lattice, $a=\sqrt\pi\,r_s$, the same argument runs with $i$ in place of $\omega$: covering radius $1/\sqrt2$, four units, $2=-i(1+i)^2$ giving one prime of norm 2, norms never 3 modulo 4, and $y^2+1$ for $p\equiv1\pmod4$. It gives $E_Wr_s=2\zeta(\frac12)\beta(\frac12)/\sqrt\pi$ with $\beta(\sigma)=\sum_{n\ge0}(-1)^n(2n+1)^{-\sigma}$. With $\beta(\frac12)=0.66769146$ this is $-1.100244$ Ha bohr, in agreement with (19). The triangular lattice lies lower by $0.005858$ Ha bohr, 0.53% of its energy. This compares two lattices and does not show that the triangular one is the lowest of all arrangements.

### Scale and range of validity

At the model value $r_s=40$ bohr the density is $1/(\pi r_s^2)=1.98944\times10^{-4}$ bohr$^{-2}$, the spacing is $a=76.185$ bohr, and $E_W=-1.106103/40=-0.0276526$ Ha, or $-752.5$ meV per electron. The square lattice is higher by $1.4645\times10^{-4}$ Ha, or 3.985 meV. The digits are those of the static point-charge model in vacuum. In a uniform medium of dielectric constant $\varepsilon$ every energy at the same density is divided by $\varepsilon$. For carriers in a semiconductor, $r_s$ is usually quoted in effective bohr, and (22) then holds in effective Hartree, so the meV values above do not carry over. Kinetic energy and displacements from the sites are absent from it, so (22) is the classical lattice term of the energy and not the ground-state energy at finite $r_s$. The coefficient belongs to the bare $1/r$ interaction with a coplanar background: a displaced background adds $2\pi|d|/A=2|d|/r_s^2$, and a nearby gate or dielectric boundary changes the pair interaction. For one planar grounded gate at distance $g$ from the electrons, with no background sheet, the change is that of image charges $+1$ at distance $2g$ from the electron plane. These interact by the same $1/r$, so the split (4) still applies, and the energy per electron is half of (13) for an electron and its image, $E_W-\frac12\phi(0,0,2g)$.

## Numbers as computed

```
Dipolar cell: a1 = [4. 0.]  a2 = [1.  3.5] bohr, A = 14.0 bohr^2
  q = +1.0 e at [0. 0. 0.] bohr
  q = -2.0 e at [1.5 1.  1. ] bohr
  q = +1.5 e at [ 3.   2.  -0.5] bohr
  q = -0.5 e at [0.5 2.5 2. ] bohr
  dipole mu = [ 1.25 -0.25 -3.75] e bohr
  alpha 0.4 /bohr: real -0.27252502 recip 0.00978310 Ha
      zero 1.29881141 self -1.69256875 total -0.65649926 Ha
  alpha 0.8 /bohr: real -0.01417120 recip 0.62277426 Ha
      zero 2.12003518 self -3.38513750 total -0.65649926 Ha
  bare sum N=100: -0.66373946 Ha; extrapolated: -0.65649926 Ha
  potential step V(+16)-V(-16) = -3.36599213 Ha/e
  3D c=20 bohr: -0.97206102 + dipole 0.31556176 = -0.65649926 Ha
  3D c=30 bohr: -0.86687377 + dipole 0.21037451 = -0.65649926 Ha
Triangular, rs = 1 bohr: A = 3.141593 bohr^2, a = 1.904626 bohr
  shortest G = 3.809251 /bohr
  alpha 0.5 /bohr: real 0.30437126 recip 0.00000011 Ha
      zero -1.12837917 self -0.28209479 total -1.10610259 Ha
  alpha 1.0 /bohr: real 0.01113829 recip 0.01113829 Ha
      zero -0.56418958 self -0.56418958 total -1.10610259 Ha
  alpha 2.0 /bohr: real 0.00000011 recip 0.30437126 Ha
      zero -0.28209479 self -1.12837917 total -1.10610259 Ha
  -2/sqrt(pi) = -1.12837917 Ha
  shell 1: 6 sites, x 1.904626, erfc 7.06961e-03, term 2.22709e-02 Ha
      running energy -1.10610830 Ha
  shell 3: 6 sites, x 3.298908, erfc 3.08076e-06, term 5.60323e-06 Ha
      running energy -1.10610270 Ha
  shell 4: 6 sites, x 3.809251, erfc 7.16057e-08, term 1.12787e-07 Ha
      running energy -1.10610259 Ha
  bare sum minus background integral: -1.10610259 Ha
  grid background n=1,2,3: -1.40248188 -1.25429223 -1.20489569 Ha
  intercept 3E(3)-2E(2): -1.10610259 Ha
  3x3 grid at d=2 bohr: 2.52519655 Ha; minus (4/3)E_W: 4.00000000 Ha
  zeta(1/2) -1.46035451, L_-3(1/2) 0.48086756, beta(1/2) 0.66769146
  zeta form triangular: -1.10610259 Ha
E_W rs triangular = -1.10610259 Ha bohr = -2.21220517 Ry bohr
E_W rs square = -1.10024442 Ha bohr; square - triangular = 0.00585817 Ha bohr
rs = 40 bohr: a = 76.1850 bohr, density = 1.98944e-04 /bohr^2
  E per electron = -0.02765256 Ha = -752.465 meV
  square - triangular = 1.4645e-04 Ha = 3.985 meV
```
